**Real and complex determinants for two fermions of uniform density on a ring**

The program treats two spinless fermions with uniform density on a ring of radius 1 bohr. The kinetic-energy minimum over determinants is T_s = 1/2 hartree (13.61 eV), while real orbitals reach only (4K²/π²)(k² − 1/2) = 0.712 hartree (19.38 eV). Here K and E are the complete elliptic integrals of modulus k, and k solves 2E = K. The program asserts that the derived real orbitals are orthonormal, have uniform density and give this energy. It also asserts agreement with a separate search over general orbitals in a Fourier basis, in which density errors are penalized and the real result is extrapolated to infinite penalty; the output shows 19.3753 eV against 19.3754 eV from the formula. The complex search gives 13.6057 eV with angular momentum of magnitude 1 ħ. Diagonalization confirms that the real minimizer occupies the first and third levels of a local potential and skips the second. Further assertions cover the trade between density ripple and angular momentum, the real ensemble with T = 1/2 hartree, and three fermions, for which real and complex searches agree.

## Verification by program

```python
"""
Result under test: two spinless fermions on a ring of radius 1 bohr with uniform
density have T_s = 1/2 hartree, reached only by current-carrying determinants.
With real orbitals the minimum is (4 K^2/pi^2)(k^2 - 1/2) hartree, 2 E(k) = K(k).

Symbols: theta = angle; K, E = complete elliptic integrals of modulus k;
q = 2K/pi; L = total angular momentum in hbar; sn, cn, dn = Jacobi functions.
Internal units are atomic units; printed values are in eV, angstrom, fs.
"""
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.optimize import brentq, minimize
from scipy.special import ellipe, ellipj, ellipk

EV = pc["Hartree energy in eV"][0]
ANG = pc["Bohr radius"][0] * 1e10
FS = pc["atomic unit of time"][0] * 1e15

# Angular grid and spectral derivative
G = 128
theta = 2 * np.pi * np.arange(G) / G
weight = 2 * np.pi / G
wave = np.fft.fftfreq(G, 1.0 / G)


def derivative(orbs):
    return np.fft.ifft(1j * wave * np.fft.fft(orbs, axis=1), axis=1)


def properties(orbs):
    """Orbital kinetic energies, density, current density, overlap matrix."""
    orbs = np.asarray(orbs, dtype=complex)
    d = derivative(orbs)
    kinetic = 0.5 * weight * np.sum(abs(d) ** 2, axis=1)
    density = np.sum(abs(orbs) ** 2, axis=0)
    current = np.sum((orbs.conj() * d).imag, axis=0)
    overlap = weight * orbs.conj() @ orbs.T
    return kinetic, density, current, overlap


# Real Fourier basis: constant, cos(m theta), sin(m theta)
M = 12
NB = 2 * M + 1
basis = np.zeros((G, NB))
basis[:, 0] = 1 / np.sqrt(2 * np.pi)
D = np.zeros((NB, NB))
for m in range(1, M + 1):
    basis[:, 2 * m - 1] = np.cos(m * theta) / np.sqrt(np.pi)
    basis[:, 2 * m] = np.sin(m * theta) / np.sqrt(np.pi)
    D[2 * m, 2 * m - 1] = -m
    D[2 * m - 1, 2 * m] = m
kin_matrix = 0.5 * D.T @ D


def search(number, use_complex, starts, seed):
    """Minimize T + W * integral (n - uniform)^2 over general orbitals."""
    rng = np.random.default_rng(seed)
    uniform = number / (2 * np.pi)
    size = NB * number
    decay = 1 / (1 + np.diag(kin_matrix))[:, None]

    def unpack(x):
        c = x[:size].reshape(NB, number)
        if use_complex:
            c = c + 1j * x[size:].reshape(NB, number)
        return c

    def pack(c):
        if use_complex:
            return np.concatenate([c.real.ravel(), c.imag.ravel()])
        return c.ravel()

    def objective(x, strength):
        c = unpack(x)
        s_inv = np.linalg.inv(c.conj().T @ c)
        cs = c @ s_inv
        values = basis @ c
        density = np.sum((basis @ cs) * values.conj(), axis=1).real
        error = density - uniform
        tc = kin_matrix @ c
        energy = np.trace(cs.conj().T @ tc).real
        energy += strength * weight * np.sum(error ** 2)
        pot = 2 * strength * weight * error
        hc = tc + basis.T @ (pot[:, None] * values)
        grad = 2 * (hc - cs @ (c.conj().T @ hc)) @ s_inv
        return energy, pack(grad)

    best = None
    for _ in range(starts):
        c = rng.normal(size=(NB, number)) * decay
        if use_complex:
            c = c + 1j * rng.normal(size=(NB, number)) * decay
        record = []
        for strength in (2.0, 20.0, 200.0, 500.0, 1000.0):
            c = np.linalg.qr(c)[0]
            res = minimize(objective, pack(c), args=(strength,), jac=True,
                           method="BFGS",
                           options={"gtol": 1e-6, "maxiter": 1000})
            c = unpack(res.x)
            record.append(res.fun)
        if best is None or record[-1] < best[0][-1]:
            best = (record, np.linalg.qr(c)[0])
    return best


# Derived real minimizer
k2 = brentq(lambda m: 2 * ellipe(m) - ellipk(m), 0.1, 0.99, xtol=1e-14)
K = ellipk(k2)
q = 2 * K / np.pi
T_real = q ** 2 * (k2 - 0.5)
sn, cn, dn, _ = ellipj(q * theta, k2)
real_pair = np.array([dn, np.sqrt(k2) * sn]) / np.sqrt(np.pi)
kin_real, n_real, _, s_real = properties(real_pair)
assert np.allclose(s_real, np.eye(2), atol=1e-10)
assert np.allclose(n_real, 1 / np.pi, atol=1e-10)
assert abs(kin_real.sum() - T_real) < 1e-9

# Obvious real pair and complex pair
trig_pair = np.array([np.cos(theta), np.sin(theta)]) / np.sqrt(np.pi)
T_trig = properties(trig_pair)[0].sum()
assert abs(T_trig - 1) < 1e-10
flat = np.ones(G) / np.sqrt(2 * np.pi)
kin_c, n_c, j_c, s_c = properties([flat, np.exp(1j * theta) * flat])
T_complex = kin_c.sum()
assert np.allclose(s_c, np.eye(2), atol=1e-12)
assert np.allclose(n_c, 1 / np.pi) and np.allclose(j_c, 1 / (2 * np.pi))
assert abs(T_complex - 0.5) < 1e-10

# General searches; error of the penalty method falls as 1/W
rec_r, _ = search(2, False, 4, 1)
rec_c, coef_c = search(2, True, 4, 2)
real_limit = 2 * rec_r[-1] - rec_r[-2]
L_search = np.trace(coef_c.conj().T @ (-1j * D) @ coef_c).real
assert abs(real_limit - T_real) < 2e-4
assert abs(rec_c[-1] - 0.5) < 1e-6
assert abs(abs(L_search) - 1) < 1e-3
rec3_r, _ = search(3, False, 3, 3)
rec3_c, _ = search(3, True, 3, 4)
assert abs(rec3_r[-1] - 1) < 1e-6 and abs(rec3_c[-1] - 1) < 1e-6

# Lame potential: the real minimizer skips the second level
lame = q ** 2 * k2 * sn ** 2
H = kin_matrix + weight * basis.T @ (lame[:, None] * basis)
levels, vectors = np.linalg.eigh(H)
predicted = 0.5 * q ** 2 * np.array([k2, 1, 1 + k2])
assert np.allclose(levels[:3], predicted, atol=1e-6)
states = (basis @ vectors[:, :3]).T
n_skip = properties(states[[0, 2]])[1]
n_ground = properties(states[[0, 1]])[1]
assert np.ptp(n_skip) < 1e-4 and np.ptp(n_ground) > 0.1

# Degenerate free ground level: ripple against angular momentum
table = []
for degrees in (0, 15, 30, 45):
    eta = np.radians(degrees)
    mix = np.cos(eta) * np.exp(1j * theta) + np.sin(eta) * np.exp(-1j * theta)
    kin, dens, cur, _ = properties([flat, mix * flat])
    L = weight * cur.sum()
    ripple = dens.max() * np.pi - 1
    assert abs(kin.sum() - 0.5) < 1e-10
    assert abs(ripple - np.sin(2 * eta) / 2) < 1e-10
    assert abs(L - np.cos(2 * eta)) < 1e-10
    table.append((degrees, 100 * ripple, L))

# Equal ensemble of two real determinants
p_cos = properties([flat, np.cos(theta) / np.sqrt(np.pi)])
p_sin = properties([flat, np.sin(theta) / np.sqrt(np.pi)])
n_ens = 0.5 * (p_cos[1] + p_sin[1])
T_ens = 0.5 * (p_cos[0].sum() + p_sin[0].sum())
assert np.allclose(n_ens, 1 / np.pi) and abs(T_ens - 0.5) < 1e-10
assert np.allclose(p_cos[2] + p_sin[2], 0, atol=1e-12)

print(f"ring radius: {ANG:.5f} angstrom")
print(f"uniform density of two fermions: {1 / np.pi / ANG:.5f} per angstrom")
print(f"complex minimum T_s: {T_complex * EV:.4f} eV")
print(f"complex minimum T_s: {T_complex:.6f} hartree")
print(f"its particle current: {j_c.mean() / FS:.4f} per fs")
print(f"modulus squared k^2: {k2:.6f} (dimensionless)")
print(f"elliptic integral K: {K:.6f} (dimensionless)")
print(f"scale factor q = 2K/pi: {q:.6f} (dimensionless)")
print(f"largest angle chi: {np.degrees(np.arcsin(np.sqrt(k2))):.3f} degrees")
print(f"real minimum: {T_real * EV:.4f} eV")
print(f"real minimum: {T_real:.6f} hartree")
print(f"  part from dn orbital: {kin_real[0] * EV:.4f} eV")
print(f"  part from sn orbital: {kin_real[1] * EV:.4f} eV")
print(f"cos-sin pair: {T_trig * EV:.4f} eV")
print(f"excess of real minimum over T_s: {(T_real - T_complex) * EV:.4f} eV")
print(f"ratio real minimum / T_s: {T_real / T_complex:.5f}")
for name, value in zip(("dn", "cn", "sn"), levels[:3]):
    print(f"Lame level {name}: {value * EV:.4f} eV")
for strength, value in zip((500, 1000), rec_r[-2:]):
    print(f"real search, penalty {strength * EV * ANG:.0f} eV angstrom: "
          f"{value * EV:.4f} eV")
print(f"real search, extrapolated: {real_limit * EV:.4f} eV")
print(f"complex search: {rec_c[-1] * EV:.4f} eV")
print(f"complex search, |L|: {abs(L_search):.5f} hbar")
print(f"three fermions, real search: {rec3_r[-1] * EV:.4f} eV")
print(f"three fermions, complex search: {rec3_c[-1] * EV:.4f} eV")
for degrees, ripple, L in table:
    print(f"mixing {degrees} degrees: density peak {ripple:.2f} % above mean, "
          f"L = {abs(L):.4f} hbar")
print(f"real ensemble: T = {T_ens * EV:.4f} eV")
print("all good")
```

Running it gives:

```
ring radius: 0.52918 angstrom
uniform density of two fermions: 0.60152 per angstrom
complex minimum T_s: 13.6057 eV
complex minimum T_s: 0.500000 hartree
its particle current: 6.5797 per fs
modulus squared k^2: 0.826115 (dimensionless)
elliptic integral K: 2.321050 (dimensionless)
scale factor q = 2K/pi: 1.477626 (dimensionless)
largest angle chi: 65.355 degrees
real minimum: 19.3754 eV
real minimum: 0.712032 hartree
  part from dn orbital: 4.7366 eV
  part from sn orbital: 14.6388 eV
cos-sin pair: 27.2114 eV
excess of real minimum over T_s: 5.7697 eV
ratio real minimum / T_s: 1.42406
Lame level dn: 24.5409 eV
Lame level cn: 29.7064 eV
Lame level sn: 54.2473 eV
real search, penalty 7200 eV angstrom: 19.3416 eV
real search, penalty 14400 eV angstrom: 19.3585 eV
real search, extrapolated: 19.3753 eV
complex search: 13.6057 eV
complex search, |L|: 1.00000 hbar
three fermions, real search: 27.2114 eV
three fermions, complex search: 27.2114 eV
mixing 0 degrees: density peak 0.00 % above mean, L = 1.0000 hbar
mixing 15 degrees: density peak 25.00 % above mean, L = 0.8660 hbar
mixing 30 degrees: density peak 43.30 % above mean, L = 0.5000 hbar
mixing 45 degrees: density peak 50.00 % above mean, L = 0.0000 hbar
real ensemble: T = 13.6057 eV
all good
```
